# Square-root radical density and the failure of equal-dose equivalence, part 2

In a model of a porous organosilicate film, ultraviolet light makes radicals that destroy methyl groups. Reciprocity says that damage depends on photon flux \(I\) and exposure time \(T\) only through the dose \(F=IT\). Loss of radicals in random pairs violates it.

The light is a square pulse from \(t=0\) to \(t=T\), with no radicals at the start. The densities \(n\) of radicals and \(M\) of intact methyl groups, initially \(M_0\), obey

\[
\frac{dn}{dt}=G-k_1n-bn^2 .
\tag{1}
\]

\[
\frac{dM}{dt}=-k_dnM
\quad\Longrightarrow\quad
\ln\frac{M_0}{M}=k_dX,\qquad X=\int_0^\infty n\,dt .
\tag{2}
\]

In the light \(G=\varphi\alpha I\), in the dark \(G=0\). Here \(\alpha\) is the absorption coefficient and \(\varphi\) the number of radicals per absorbed photon that escape their birth partner. The coefficients \(k_1\), \(b\) and \(k_d\) describe first-order loss, pair loss (two radicals per encounter) and damage, which spares the radical. The light makes \(n_0=GT=\varphi\alpha F\) radicals per volume.

The stationary density is \(n_s=(\lambda-k_1)/(2b)\), with \(\lambda=\sqrt{k_1^2+4bG}\). When pair loss dominates, the first derivation, which neglects build-up and the dark period, gives the root law: \(n_s\approx\sqrt{G/b}\) and \(X\approx F\sqrt{\varphi\alpha/(bI)}\).

The second derivation sets \(n=u'/(bu)\), with \(u(0)=1\) and \(u'(0)=0\). In the light,

\[
u''+k_1u'-bGu=0 ,
\tag{7}
\]

\[
u=e^{-k_1t/2}\left[\cosh\frac{\lambda t}{2}+\frac{k_1}{\lambda}\sinh\frac{\lambda t}{2}\right],
\]

\[
u'=\frac{2bG}{\lambda}\,e^{-k_1t/2}\sinh\frac{\lambda t}{2},
\qquad
n=\frac{2G\tanh(\lambda t/2)}{\lambda+k_1\tanh(\lambda t/2)} .
\tag{8}
\]

The light contributes \(\frac1b\ln u(T)\) to \(X\). With \(n_T\) the density at light-off, the dark adds

\[
\int_T^\infty n\,dt=\int_0^{n_T}\frac{dn}{k_1+bn}=\frac1b\ln\!\left(1+\frac{bn_T}{k_1}\right).
\tag{9}
\]

Together,

\[
X=\frac1b\ln v(T),\qquad v=u+\frac{u'}{k_1} .
\tag{10}
\]

The example is a 100 nm film lit at 130 nm (9.54 eV photons) with \(F=10^{17}\) photons/cm\(^2\), and

- \(\alpha=10^5\) cm\(^{-1}\), \(\varphi=0.01\), \(M_0=10^{22}\) cm\(^{-3}\), \(n_0=10^{20}\) cm\(^{-3}\) at the surface;
- \(b=10^{-18}\) cm\(^3\)/s, \(k_1=0.02\) s\(^{-1}\), \(k_d=3\times10^{-21}\) cm\(^3\)/s.

At \(I=10^{14}\), \(10^{15}\) and \(10^{16}\) photons/(cm\(^2\) s), \(T\) is 1000, 100 and 10 s. The surface loses 60 %, 26 % and 10 % of its methyl groups, and the root law errs in \(X\) by +2.5 %, −2 % and −12 %. If each damage event consumed its radical, about 1 % would be lost at every flux.

### The square-root law and its corrections

When \(\lambda T\gg1\), cosh and sinh both become \(e^{\lambda T/2}/2\), and

\[
\ln u(T)\approx\frac{(\lambda-k_1)T}{2}+\ln\frac{\lambda+k_1}{2\lambda}.
\]

The first term is \(bn_sT\). In (9), with \(n_T\approx n_s\),

\[
1+\frac{bn_s}{k_1}=\frac{2k_1+\lambda-k_1}{2k_1}=\frac{\lambda+k_1}{2k_1}.
\]

The sum of the two parts is

\[
bX\approx bn_sT+\ln\frac{(\lambda+k_1)^2}{4\lambda k_1}.
\tag{11}
\]

If also \(k_1\ll\lambda\approx2\sqrt{bG}\), then \(bn_s\approx\sqrt{bG}-k_1/2\), and the logarithm becomes \(\ln(\lambda/4k_1)\). With

\[
S=\sqrt{bG}\,T,\qquad L=\ln\frac{\sqrt{bG}}{2k_1},
\]

the exposure is

\[
bX\approx S-\frac{k_1T}{2}+L .
\tag{12}
\]

The leading term gives \(X\approx T\sqrt{G/b}=F\sqrt{\varphi\alpha/(bI)}\), the result of the first derivation. The second term is the first-order loss in the light. The third is the dark exposure, which contributes \(\ln(\lambda/2k_1)\) to \(bX\), less the smaller build-up deficit, \(\ln2\).

The corrections have opposite signs, which explains the change of sign in the example. At the lowest flux \(\sqrt{bG}=0.316\) s\(^{-1}\) and

\[
bX\approx316.2-10.0+2.1=308.3 ,
\]

where the first-order loss wins. At the highest flux \(\sqrt{bG}=3.162\) s\(^{-1}\) and

\[
bX\approx31.6-0.1+4.4=35.9 ,
\]

where the dark exposure wins. The full values are 308.5 and 35.9. At the highest flux 14 % of the total exposure comes after light-off.

### The exponent at fixed dose

At fixed \(F\), \(T\propto1/I\), so \(S\propto I^{-1/2}\), while \(L\) grows by \(\tfrac12\) for each unit of \(\ln I\). Differentiating (12),

\[
\frac{d(bX)}{d\ln I}=-\frac S2+\frac{k_1T}{2}+\frac12 .
\]

The local exponent is \(p=d\ln X/d\ln I\). Dividing by \(bX\) and adding \(\tfrac12\), written as \((S-k_1T/2+L)/(2bX)\), cancels \(S\):

\[
p=-\frac12+\frac{k_1T/2+L+1}{2bX}.
\tag{13}
\]

Within the range of (12), and for positive \(L\), the exponent is weaker than \(-\tfrac12\). The term \(k_1T/2\) weakens it at low flux and the dark exposure does so at high flux, so the steepest fall lies between. A scan of the full result from \(10^8\) to \(10^{21}\) photons/(cm\(^2\) s) finds \(p=-0.481\) at \(2.3\times10^{14}\) photons/(cm\(^2\) s). Between the three fluxes of the example the mean exponents are \(-0.480\) and \(-0.455\).

The value \(-\tfrac12\) is approached when \(S\) is large compared with both corrections. With \(k_1\) reduced to \(10^{-3}\) s\(^{-1}\) and the dose raised to \(3\times10^{18}\) photons/cm\(^2\), numerical integration at \(10^{15}\) and \(4\times10^{15}\) photons/(cm\(^2\) s) gives \(-0.498\).

### The window and what lies outside it

The root law needs \(4bG\gg k_1^2\) and \(S\gg1\). Since \(S^2=bG\,T^2=bn_0^2/G\), the fluxes must satisfy

\[
\frac{k_1^2}{4b\varphi\alpha}\ \ll\ I\ \ll\ b\varphi\alpha F^2 ,
\tag{14}
\]

and \(L\ll S\) is needed as well. The edges are \(10^{11}\) and \(10^{19}\) photons/(cm\(^2\) s) in the example. They mark where the law has failed, and good accuracy needs a wide distance from both.

For very weak light \(\lambda\to k_1\). The logarithm in (11) vanishes, \(n_s\to G/k_1\), and \(X\to n_0/k_1=5.0\times10^{21}\) s/cm\(^3\). Reciprocity returns because radicals die before they meet. For a very short, intense pulse, (8) gives \(u\to1\) and \(u'\to bGT=bn_0\), so

\[
X\to\frac1b\ln\!\left(1+\frac{bn_0}{k_1}\right)=8.5\times10^{18}\ \text{s/cm}^3 .
\]

All radicals are then made before any are lost, and the damage happens in the dark. Its amount no longer depends on flux at fixed dose.

Between these limits \(X\) falls steadily with flux. To show this, use \(s=t/T\) and hold \(n_0\) fixed. From (7), \(v'=u'+u''/k_1=bGu/k_1\), and by definition \(u'=k_1(v-u)\). Hence

\[
\frac{dv}{ds}=au,\qquad \frac{du}{ds}=k_1T(v-u),\qquad a=\frac{bn_0}{k_1},
\]

with \(u=v=1\) at \(s=0\). For \(s>0\), \(v-u=u'/k_1>0\) by (8). Let \(U\) and \(W\) be the derivatives of \(u\) and \(v\) with respect to \(T\) at fixed \(s\). Both start from zero, and

\[
\frac{dW}{ds}=aU,\qquad
\frac{d}{ds}\!\left(e^{k_1Ts}U\right)=e^{k_1Ts}\left[k_1(v-u)+k_1TW\right].
\]

The term \(k_1(v-u)\) makes \(U\) positive at first. While \(U\) is positive, so is \(W\), and the right side stays positive; \(U\) therefore cannot return to zero. Thus \(W>0\) at \(s=1\): a longer exposure at the same dose gives a larger \(v\) and a larger \(X\). In this model a higher flux at equal dose always does less damage.

### The dose that restores equal damage

By the leading term of (12), equal damage needs equal \(\sqrt I\,T\). Then \(T\propto I^{-1/2}\) and the dose \(IT\propto I^{1/2}\). Going from \(10^{14}\) to \(10^{16}\) photons/(cm\(^2\) s) should take ten times the dose. With the corrections, the exposure at the higher flux must satisfy \(3.152\,T+4.4=308.5\), with \(T\) in seconds, so \(T=96.5\) s. The dose is \(9.65\times10^{17}\) photons/cm\(^2\), a factor of 9.65.

### Beside a real film

Porous organosilicate films do lose methyl groups under plasma ultraviolet light. The absorption coefficient and the fluxes used here are rough typical values. The methyl density is at the high end for a porous film. The values of \(\varphi\), \(b\), \(k_1\) and \(k_d\) are round model parameters, not measured ones. The value of \(k_d\) is demanding: at the lowest flux \(0.60\times10^{22}\) groups are destroyed by \(10^{20}\) radicals, or 60 groups per radical. No reaction chain that would do this in a real film is identified here. If real radicals are consumed at their first damage event, the 60 % falls to the 1 % found above and reciprocity nearly returns. Oxygen that enters the pores can also scavenge radicals and raise \(k_1\); at \(10^{15}\) photons/(cm\(^2\) s) the root regime is lost once \(k_1\) reaches about \(2\sqrt{bG}=2\) s\(^{-1}\). A plasma also attacks the film with atoms and ions, which are left out. Where the conditions of the root law do hold, radicals stay in the film, direct photolysis is weak and damage spares the radical, the model predicts that a lamp test at high flux understates the damage of a long, weak exposure of equal dose.

### The size of neglected effects

**Diffusion.** If every encounter at a distance \(R\) reacts, \(b\) fixes the diffusion coefficient \(D\) of the radicals. Around one radical, others diffuse with the relative coefficient \(D'=2D\). Their density \(c(r,t)\) is zero at \(r=R\) and \(n\) far away. The function \(r(n-c)\) obeys the one-dimensional diffusion equation with the fixed value \(Rn\) at \(r=R\), so it equals \(Rn\,\mathrm{erfc}[(r-R)/\sqrt{4D't}]\). The inward flow \(4\pi R^2D'\,\partial c/\partial r\) at \(R\) is then

\[
4\pi D'Rn\left(1+\frac{R}{\sqrt{\pi D't}}\right).
\]

This is the loss rate of one radical. Multiplying by \(n/2\) counts each encounter once, and two radicals are lost in each, so the steady part gives \(b=8\pi DR\). For \(R=0.5\) nm, \(D=80\) nm\(^2\)/s. If only some encounters react, the same \(b\) needs a larger \(D\), so this value is a lower bound. So small a \(D\) describes radicals almost fixed to the network; a free methyl radical in an open pore 2 nm wide would have \(D\) of order \(10^{11}\) nm\(^2\)/s, and the parameters used here do not describe it. A small disturbance of the stationary density decays at the rate \(k_1+2bn_s\), hence over a length \(\sqrt{D/(k_1+2bn_s)}=11\) nm at the lowest flux, short beside the absorption length of 100 nm. With faces that reflect radicals, diffusion lowers the surface density by 5.6 % and raises the film mean by 0.3 %. If radicals instead escape at the illuminated face of a film of thickness \(d\), the density vanishes there, and the slowest profile, \(\sin(\pi z/2d)\), decays at the extra first-order rate \(\pi^2D/4d^2\). This is 0.02 s\(^{-1}\) for \(D=80\) nm\(^2\)/s, as large as \(k_1\). It reaches \(2\sqrt{bG}=2\) s\(^{-1}\) of the middle flux at \(D\approx8\times10^3\) nm\(^2\)/s, where the root regime is lost. At the highest flux the transient term is 4 % of the steady part at an age of one radical lifetime, \(1/(bn)\). Under steady light, however, pairs of all ages are present. Either member of a pair can be lost to a third radical, so the ages are distributed as \(2bn\,e^{-2bnt}\). Averaged over them, the transient term adds the fraction \(R\sqrt{bn/D}\), or about 10 %, to \(b\), which lowers the stationary density by about 5 %.

**Direct bond breaking.** If each radical made costs one methyl group, at most 1 % of the groups are lost in a way that obeys reciprocity. Adding 0.01 to the damage exponent \(k_dX\) at every flux, as a direct loss proportional to the intact groups would do, changes the mean exponent over the two decades from \(-0.467\) to \(-0.450\). This bound counts only the escaped radicals. The surface absorbs \(\alpha F=10^{22}\) photons per cm\(^3\), one for each methyl group. If one absorbed photon in ten initially removed a group by a route that leaves no free radical, the addition would be 0.1 and the mean exponent \(-0.347\). The model assumes that such a route is weak.

**Heating.** Without cooling, the photons warm a silicon wafer 0.775 mm thick by 1.2 K. If \(k_d\) and \(b\) both have barriers of 0.5 eV, \(k_d/\sqrt b\) has risen by 4 % at the end of an exposure that starts at 300 K. Heating by the rest of the plasma would add to this.

**Charging.** Neutral radicals do not drift in a uniform field; the weaker forces on them in the non-uniform field near trapped charge are left out. A field of 1 MV/cm acting on a dipole change of 1 debye shifts a reaction barrier by \(0.08\,kT\), which changes a rate coefficient by about 8 %. Reactions of the trapped charges themselves are left out.

### What each derivation assumes

Both derivations rest on equations (1) and (2): well-mixed radicals of one kind, random pairs, constant coefficients, and damage that spares the radical. Their agreement is no evidence for any of these.

The first derivation adds that the density follows its stationary value and that the dark period is negligible. It does not need the solution in time, so it can also be used for a flux that varies slowly compared with the radical lifetime. It extends to other loss laws: if the loss is \(b_mn^m\), then \(n_s\propto I^{1/m}\) and \(X\propto FI^{1/m-1}\), which is independent of flux at fixed dose for \(m=1\). Its build-up error is bounded, but it says nothing about the dark exposure.

The second derivation drops both added assumptions and pays with a narrower setting: a square pulse, an empty start and a loss of the form \(k_1n+bn^2\). In return it gives the dark exposure, both limits of reciprocity and the departure of the exponent from \(-\tfrac12\). The numerical output below lists the values for all three fluxes.

## Computed results

```
phi = 0.01; alpha = 1.0e+05 1/cm; film = 100 nm
b = 1.0e-18 cm3/s; k1 = 0.02 1/s; kd = 3.0e-21 cm3/s
methyl density M0 = 1.0e+22 1/cm3; dose = 1.0e+17 1/cm2
wavelength = 130 nm; photon = 9.54 eV
radicals made per volume n0 = 1.00e+20 1/cm3
FLUX 1e+14 1/(cm2 s): time = 1000 s, G = 1.0e+17 1/(cm3 s)
  n at light-off = 3.064e+17, root law 3.162e+17 1/cm3
  build-up time 1/sqrt(bG) = 3.162 s
  X total = 3.085e+20, root law 3.162e+20 s/cm3
  dark share of X = 0.9 %
  kd*X = 0.9255, root law 0.9487
  damaged: surface 60.4 %, film mean 51.2 %
FLUX 1e+15 1/(cm2 s): time = 100 s, G = 1.0e+18 1/(cm3 s)
  n at light-off = 9.900e+17, root law 1.000e+18 1/cm3
  build-up time 1/sqrt(bG) = 1.000 s
  X total = 1.022e+20, root law 1.000e+20 s/cm3
  dark share of X = 3.8 %
  kd*X = 0.3067, root law 0.3000
  damaged: surface 26.4 %, film mean 21.5 %
FLUX 1e+16 1/(cm2 s): time = 10 s, G = 1.0e+19 1/(cm3 s)
  n at light-off = 3.152e+18, root law 3.162e+18 1/cm3
  build-up time 1/sqrt(bG) = 0.316 s
  X total = 3.590e+19, root law 3.162e+19 s/cm3
  dark share of X = 14.1 %
  kd*X = 0.1077, root law 0.0949
  damaged: surface 10.2 %, film mean 8.3 %
exponent of X, 1e14 to 1e15: -0.480
exponent of X, 1e15 to 1e16: -0.455
steepest exponent -0.481 at 2.3e+14 1/(cm2 s)
window edges: 1.0e+11 and 1.0e+19 1/(cm2 s)
wide-window test exponent = -0.4980
X limits: weak 5.00e+21, strong 8.52e+18 s/cm3
matching exposure at 1e16: 96.5 s, dose 9.65e+17 1/cm2
matching dose / original dose = 9.65
X at 100 nm depth / surface, flux 1e15 = 0.610
master equation exponents: random 0.4992, birth pair 1.0000
damaged if radicals are consumed, by rising flux: 0.999, 0.998, 0.988 %
encounter radius = 0.5 nm; diffusion D = 79.6 nm2/s
diffusion length at 1e14 = 11.2 nm
diffusion shift of n: surface -5.6 %, mean 0.3 %
encounter transient at 1e16 = 4.0 % of b
direct breaking: at most 1.0 % of methyl groups
two-decade exponent: -0.467, with direct -0.450
wafer: 0.775 mm, 1.66 J/(cm3 K), 300 K
uncooled heating = 1.19 K
shift of kd/sqrt(b) for 0.5 eV barriers = 3.8 %
1 debye in 1 MV/cm: energy / kT = 0.081
```
